# Gap states and tunnelling resistance in a clean van der Waals contact

## Question

I am trying to understand metal contacts to a two-dimensional semiconductor when the metal is laid on the layer without chemical bonding. Suppose that the interface is clean: no defects, no residue, no reaction, just a van der Waals gap.

My reasoning is as follows. The gap keeps the metal wavefunctions out of the semiconductor, so there are few metal-induced gap states. With few gap states the Fermi level is not pinned, and I can choose a metal whose work function puts the Fermi level at the conduction band edge. Then there is no Schottky barrier, and without a barrier the contact should be an ideal ohmic one.

Is that last step sound? If not, where does the remaining resistance come from, and can it be large enough to matter?

## Answer

The last step is not sound. Your argument removes the barrier *inside the semiconductor's energy alignment*, but electrons must still tunnel through the gap between the layer and the metal. The coupling that creates metal-induced gap states is also the coupling that carries the current. Weakening it reduces both.

Two meanings of "ohmic" need to be kept apart. A contact can have a linear current-voltage relation at small bias and still have a large resistance. An *ideal* ohmic contact must also have a negligible resistance. A model in which every quantity can be worked out shows how the two separate.

### The tunnelling width

Take the vacuum level as zero energy and let $z$ be the direction normal to the layer. The metal fills $z<0$ with potential $-V_0$. The layer is an attractive sheet at $z=d$, and the potential is zero elsewhere. Here $d$ runs from the edge of the metal's potential to the plane of the layer, so it is not the distance between surface atoms. Image forces are left out, although they lower the barrier and can raise the tunnelling rate by roughly an order of magnitude at the distances used below.

Without the metal, the sheet binds one state, $\psi\propto e^{-\kappa_0|z-d|}$, at energy $-\chi=-\hbar^2\kappa_0^2/2m$. Its slope jumps by $-2\kappa_0\psi(d)$ at the sheet, and this jump condition characterizes the sheet at any energy.

With the metal present, write $E=-\hbar^2\kappa^2/2m$. An escaping electron has an outgoing wave $Ce^{-ikz}$ in the metal, with $\hbar^2k^2/2m=V_0+E$, and $Ae^{\kappa z}+Be^{-\kappa z}$ in the gap. Continuity of value and slope at $z=0$ gives

$$A+B=C,\qquad \kappa(A-B)=-ikC .$$

Eliminating $C$ gives $A(\kappa+ik)=B(\kappa-ik)$, hence

$$r\equiv\frac{B}{A}=\frac{\kappa+ik}{\kappa-ik}.$$

Beyond the sheet the wave decays, so its slope there is $-\kappa\psi(d)$. With $x=re^{-2\kappa d}$, the slope just before the sheet is $\kappa\psi(d)(1-x)/(1+x)$. The jump condition becomes

$$\kappa\left[1+\frac{1-x}{1+x}\right]=\frac{2\kappa}{1+x}=2\kappa_0
\quad\Rightarrow\quad \kappa=\kappa_0\left(1+re^{-2\kappa d}\right).$$

For a small tunnelling factor, replace $\kappa$ on the right by $\kappa_0$, and $r$ by its value $r_0$ at energy $-\chi$. Since $E\propto-\kappa^2$, the first-order energy is

$$E\simeq-\chi-2\chi r_0e^{-2\kappa_0d}.$$

The real part of the correction shifts the level and is absorbed into the band edge. The imaginary part makes it decay. Multiplying numerator and denominator of $r_0$ by $\kappa_0+ik_0$ gives

$$\operatorname{Im}r_0=\frac{2\kappa_0k_0}{\kappa_0^2+k_0^2}=\frac{2\sqrt{\chi(V_0-\chi)}}{V_0}.$$

Setting $\operatorname{Im}E=-\Gamma/2$ then yields

$$\Gamma=\frac{8\chi\sqrt{\chi(V_0-\chi)}}{V_0}\,e^{-2\kappa_0d}.$$

The amplitude evolves as $e^{-iEt/\hbar}$, so the probability decays as $e^{-\Gamma t/\hbar}$ and the escape rate is $\Gamma/\hbar$.

I now assume that all in-plane states of the layer share this $\Gamma$. This ignores momentum mismatch between metal and layer, which a real contact may have. It also ignores the faster decay in the gap of states with a large in-plane momentum, which can lower the rate by more than a factor of ten. For a zone-corner valley with $k\approx13$ nm$^{-1}$ the decay factor alone falls by about 50 at 0.3 nm and about 2500 at 0.6 nm, and the free-electron metal of this model has no propagating state at that momentum. The distances below therefore label cases of the model and should not be used to read off the resistance of a real contact.

### The same width produces the gap states

Let each band have a constant density of states per area

$$D=\frac{g m^*}{2\pi\hbar^2},$$

where $g$ counts spin and valley states and $m^*$ is the in-plane mass. The two bands are symmetric, each of energy width $W$, separated by $E_g$.

Coupling to the metal spreads each level into a Lorentzian of full width $\Gamma$. At midgap, a conduction state lying $\varepsilon$ above its band edge is at distance $\varepsilon+E_g/2$. For $\Gamma\ll E_g$ its tail is $\Gamma/[2\pi(\varepsilon+E_g/2)^2]$. Integrating over one band and doubling for the other,

$$D_{\rm gap}=2D\frac{\Gamma}{2\pi}\int_0^W\frac{d\varepsilon}{(\varepsilon+E_g/2)^2}
=\frac{D\Gamma}{\pi}\,b,\qquad
b=\frac{2}{E_g}-\frac{1}{E_g/2+W}.$$

The gap states are therefore proportional to $\Gamma$.

A constant $\Gamma$ is an approximation, because a wave at midgap lies deeper below vacuum and decays faster in the gap. The spectrum of the vertical model shows the effect for states at the two band edges: with the parameters below, their true midgap tails are about 0.68 of the constant-width value at $d=0.3$ nm and 0.38 at 0.6 nm. For these states the formula overestimates the gap states, and increasingly so for wider gaps. With this correction there are fewer gap states at the same resistance, and the trade-off derived below becomes somewhat weaker than strictly inverse: starting from 0.3 nm, a hundredfold drop in these tails costs about 67 times, not 100 times, in resistivity.

### What few gap states do accomplish

They free the Fermi level. To see this, consider a metal that puts the Fermi level near midgap, and let $y$ be its height above midgap. Without charge transfer, alignment of the vacuum levels gives $y=\delta$, where

$$\delta=\chi+\frac{E_g}{2}-\Phi_M$$

and $\Phi_M$ is the metal work function. If $y>0$, the gap states hold an extra electron density $D_{\rm gap}y$. This charge and its image in the metal form a capacitor of thickness $d$, which raises the electron energy in the layer by $e^2D_{\rm gap}yd/\varepsilon_0$. Thus

$$y=\delta-\frac{e^2D_{\rm gap}d}{\varepsilon_0}y
\quad\Rightarrow\quad y=S\delta,\qquad
S=\frac{1}{1+e^2D_{\rm gap}d/\varepsilon_0}.$$

The electron barrier $E_g/2-y$ changes with $\Phi_M$ at the rate $S$. A value $S=1$ means no pinning; $S\to0$ means full pinning. So this part of your reasoning holds: as $\Gamma$ falls at fixed $d$, $S$ approaches one. But $S$ describes how energies align. It is not a transmission probability.

### What current the gap lets through

Let the layer and metal have occupations $f_s$ and $f_m$. At one layer state, the outward rate is $(\Gamma/\hbar)f_s(1-f_m)$ and the inward rate is $(\Gamma/\hbar)f_m(1-f_s)$. The products $f_sf_m$ cancel in the difference, leaving $(\Gamma/\hbar)(f_s-f_m)$. Summed over the conduction band, the electron flow per area is

$$\frac{\Gamma}{\hbar}\left[n(\mu_s)-n(\mu_m)\right],$$

where $n(\mu)$ is the electron density at chemical potential $\mu$, measured from the conduction edge. For a small voltage $V$, with $\mu_s-\mu_m=eV$ and charge $e$ per electron, the magnitude of the current density is $(e^2\Gamma/\hbar)(\partial n/\partial\mu)V$. It is linear in $V$, and the specific contact resistivity $\rho_c$ satisfies

$$\frac{1}{\rho_c}=\frac{e^2\Gamma}{\hbar}\frac{\partial n}{\partial\mu}.$$

Because $W\gg k_BT$, the upper band limit may be taken to infinity:

$$n=D\int_0^\infty\frac{d\varepsilon}{1+e^{(\varepsilon-\mu)/k_BT}}
=Dk_BT\ln\left(1+e^{\mu/k_BT}\right).$$

Differentiation gives

$$\frac{\partial n}{\partial\mu}=\frac{D}{1+e^{-\mu/k_BT}}=DF,\qquad F=1-e^{-n/(Dk_BT)}.$$

The last form follows from $1+e^{\mu/k_BT}=e^{n/(Dk_BT)}$. Now define the Schottky barrier as the height of the conduction edge above the Fermi level, $\phi_B=-\mu$. Then

$$\rho_c=\frac{\hbar}{e^2\Gamma D}\left(1+e^{\phi_B/k_BT}\right).$$

This expression locates the faulty step. The bracket is the cost of alignment. The factor in front is the cost of tunnelling. For a high barrier the bracket grows exponentially, and a better choice of metal helps greatly. Once the Fermi level is well inside the band, the bracket tends to one, and $\rho_c$ tends to $\hbar/(e^2\Gamma D)$, not to zero. No further adjustment of the work function removes that remainder in this model.

The derivation treats the levels as sharp on the thermal scale, so it needs $\Gamma\ll k_BT$. It also neglects broadening by scattering in the layer. The mobility used below corresponds to $\hbar/\tau\approx12$ meV, which exceeds $k_BT$ at 100 K; at fixed density it raises $\rho_c$ by about 1% for a Gaussian line shape and by over 20% for a Lorentzian one at 300 K and 100 K. For a high barrier it also needs the level tails at the Fermi energy, whose relative weight is about $\Gamma/(2\pi\phi_B)$, to be negligible beside $e^{-\phi_B/k_BT}$. The exponential growth of the bracket therefore applies only up to a limited barrier height.

### Gap states and resistance together

Multiply $\rho_c=\hbar/(e^2\Gamma DF)$ by $D_{\rm gap}=D\Gamma b/\pi$. The width cancels:

$$\rho_cD_{\rm gap}=\frac{\hbar b}{\pi e^2F}.$$

At fixed density and temperature, the right side contains neither $d$ nor $V_0$. Within the constant-width model, a hundredfold reduction of the gap states by a wider gap costs a hundredfold increase in contact resistivity.

One can also eliminate $D_{\rm gap}$ in favour of the pinning index, using $D_{\rm gap}=\varepsilon_0(1-S)/(e^2dS)$:

$$\rho_c=\frac{\hbar bd}{\pi\varepsilon_0F}\,\frac{S}{1-S}.$$

At fixed $d$, the limit $S\to1$ is the limit of vanishing coupling, and $\rho_c$ diverges. Perfect freedom from pinning by metal-induced states would here mean an electrically disconnected layer.

### Numbers for a barrier-free contact

These are round model parameters, not those of a named material: $\chi=4$ eV, $V_0=10$ eV, $E_g=1.6$ eV, $W=2$ eV, $m^*=0.5$ electron masses and $g=4$. The layer under the contact has $n=10^{13}$ cm$^{-2}$ at 300 K.

A gate balances this electron charge, and the metal work function is 3.989 eV, chosen so that, for sharp levels, there is no field in the van der Waals gap. At 0.3 nm the broadened levels would hold considerable extra charge, so that row shows the formulas at the stated alignment, not a self-consistent contact. At 0.4 nm the extra charge is about a tenth of $n$; with the gate charge fixed it would raise $\rho_c$ from $3.8\times10^{-9}$ to about $4.0\times10^{-9}$ Ω cm$^2$. With sharp levels the Fermi level lies 10.9 meV *above* the conduction edge, and there is no Schottky barrier. The values of $S$ below belong to the same coupling with a different metal, one that puts the Fermi level near midgap.

| $d$ (nm) | $\Gamma$ (meV) | $D_{\rm gap}$ (eV$^{-1}$ cm$^{-2}$) | $S$ | $\rho_c$ (Ω cm$^2$) |
|---|---|---|---|---|
| 0.3 | 33.5 | $4.0\times10^{12}$ | 0.82 | $4.9\times10^{-10}$ |
| 0.4 | 4.32 | $5.1\times10^{11}$ | 0.964 | $3.8\times10^{-9}$ |
| 0.5 | 0.556 | $6.6\times10^{10}$ | 0.994 | $2.9\times10^{-8}$ |
| 0.6 | 0.0717 | $8.5\times10^{9}$ | 0.999 | $2.3\times10^{-7}$ |

From the first row to the last, the gap states fall by a factor of about 470 and $\rho_c$ rises by the same factor. With $\kappa_0=10.246$ nm$^{-1}$, this is $e^{2\kappa_0(0.3\,{\rm nm})}=e^{6.15}\approx470$.

The product can be checked directly. With $\hbar/e^2=4108$ Ω, $b=0.8929$ eV$^{-1}$ and $F=0.6039$,

$$\rho_cD_{\rm gap}=\frac{4108\times0.8929}{\pi\times0.6039}\approx1930\ \Omega/{\rm eV},$$

and the last row gives $2.272\times10^{-7}\times8.509\times10^9\approx1930$ Ω/eV as well.

The pinning index is a poor guide to resistance. Between 0.5 and 0.6 nm it moves from 0.994 to 0.999, a change with little effect on alignment, while $\rho_c$ grows almost eightfold. The table also guards against the opposite error: a van der Waals gap is not bound to be resistive. At 0.4 nm pinning is already weak and $\rho_c$ is still some sixty times lower than at 0.6 nm.

The width formula was tested against a lattice solution of the vertical problem. They agree within 2% at all four distances. At 0.3 nm, following the decay in time gives 33.9 meV, against 33.5 meV from the formula.

The resistivity in the first row is less secure, because $\Gamma$ there exceeds $k_BT=25.85$ meV. A transmission calculation, with the layer states also coupled to a second reservoir, gives a total resistance 6% above the sum of the two sharp-level values. Broadening multiplies both sharp-level terms by the same factor, and almost all of it comes from $\Gamma$ rather than from the 3 meV width of the second reservoir, so the 6% measures the effect of broadening at the stated alignment. It does not include the extra charge: with the gate charge fixed and constant-width tails, the Fermi level would fall about 26 meV below the band edge and $\rho_c$ would rise to about $9\times10^{-10}$ Ω cm$^2$. At 0.5 nm the same comparison agrees within 2%.

### From resistivity to contact resistance

Is $2.3\times10^{-7}$ Ω cm$^2$ significant? That depends on how current spreads under the metal. Let the contact have length $L$ along the current and width $w$ across it. Let $V(x)$ be the layer voltage relative to the metal and $I(x)$ the current still in the layer. With sheet resistance $R_{\rm sh}$, Ohm's law along the layer and leakage into the metal give

$$\frac{dV}{dx}=-\frac{R_{\rm sh}}{w}I,\qquad \frac{dI}{dx}=-\frac{w}{\rho_c}V .$$

Differentiating the first and inserting the second,

$$\frac{d^2V}{dx^2}=\frac{V}{L_T^2},\qquad L_T=\sqrt{\frac{\rho_c}{R_{\rm sh}}}.$$

No current leaves the far end, so $V'(L)=0$ and $V(x)=V(0)\cosh[(L-x)/L_T]/\cosh(L/L_T)$. The entering current is

$$I(0)=-\frac{w}{R_{\rm sh}}V'(0)=\frac{wV(0)}{R_{\rm sh}L_T}\tanh\frac{L}{L_T}.$$

With $R_c=V(0)/I(0)$ and $R_{\rm sh}L_T=\sqrt{\rho_cR_{\rm sh}}$,

$$R_cw=\sqrt{\rho_cR_{\rm sh}}\,\coth\frac{L}{L_T}.$$

Take a mobility of 200 cm$^2$/(V s), both under the contact and in the channel. Then $R_{\rm sh}=1/(ne\,\times$ mobility$)=3121$ Ω per square. For $d=0.6$ nm,

$$L_T=\sqrt{\frac{2.272\times10^{-7}\ \Omega\,{\rm cm}^2}{3121\ \Omega}}
=8.53\times10^{-6}\ {\rm cm}=85.3\ {\rm nm}.$$

A contact 50 nm long is shorter than this, so $L/L_T=0.586$ and

$$R_cw=3121\ \Omega\times0.0853\ \mu{\rm m}\times\coth(0.586)\approx505\ \Omega\,\mu{\rm m}.$$

The expansion $\coth u\simeq1/u+u/3$ separates the causes:

$$R_cw\simeq\frac{\rho_c}{L}+\frac{R_{\rm sh}L}{3}\approx454+52\ \Omega\,\mu{\rm m}.$$

About nine tenths is the tunnelling term. Lengthening the contact helps, but not without limit. For $L\gg L_T$ the resistance tends to $\sqrt{\rho_cR_{\rm sh}}\approx266$ Ω µm, since the far part of the contact carries little current.

One 50 nm contact therefore costs as much as $505/3121=0.16$ µm of channel. In a device with a channel much shorter than that, the two contacts dominate the resistance.

A second scale is the resistance of a scattering-free channel with perfectly transmitting ends. A two-dimensional band has $k/\pi$ transverse modes per unit width for each spin and valley, where $k$ is the in-plane wavenumber at energy $E$. Each fully transmitted mode conducts $e^2/h$, so with thermal weighting

$$\frac{1}{R_{\rm ball}w}=\frac{ge^2}{h}\int_0^\infty\frac{k(E)}{\pi}\left(-\frac{\partial f}{\partial E}\right)dE .$$

Here $R_{\rm ball}w=50.7$ Ω µm, which includes both ends. Two contacts at $d=0.6$ nm add up to 1010 Ω µm, about twenty times as much. At 0.5 nm each contact has 103 Ω µm, and the pair is still about four times the ballistic value.

The transfer-length equations assume diffusive motion under the metal, so $L_T$ must exceed the mean free path. That path is 7.4 nm if estimated from the zero-temperature Fermi wavenumber, and roughly 8 to 10 nm with thermal averaging at 300 K and the same scattering time, depending on the average taken. The path for backscattering, $R_{\rm ball}w/R_{\rm sh}$, is longer, about 16 nm. The condition is therefore met at 0.6 nm, where $L_T$ is 85 nm, and only marginally at 0.5 nm, where $L_T$ is 31 nm. At 0.3 nm the formula would give $L_T\approx4$ nm, so I do not use it there.

### How to tell the two resistances apart

Temperature separates them in this model. With a fixed high barrier, the factor $1+e^{\phi_B/k_BT}$ makes $\rho_c$ grow steeply on cooling, as long as thermally excited electrons carry the current. In the barrier-free contact held at fixed density, cooling instead raises $F$ towards one. At $d=0.6$ nm, $\rho_c$ falls from $2.3\times10^{-7}$ Ω cm$^2$ at 300 K to $1.5\times10^{-7}$ Ω cm$^2$ at 100 K. On further cooling, with $k_BT$ still well above $\Gamma$ and scattering broadening neglected, it approaches

$$\frac{\hbar}{e^2\Gamma D}=F\rho_c\big|_{300\,{\rm K}}=0.6039\times2.272\times10^{-7}\approx1.4\times10^{-7}\ \Omega\,{\rm cm}^2 .$$

So a linear characteristic at small bias and the absence of thermally activated resistance are what this contact would show, and neither implies that it is transparent. Even if all the metal states at its energy were empty, an electron in the layer would wait on average $\hbar/\Gamma\approx9.2$ ps before escaping into the metal, although no Schottky barrier stands in its way. Occupied metal states make the wait longer.

The strict inverse relation belongs to clean coupling with one common width. Defects can add gap states that do not follow from $\Gamma$, and momentum mismatch can make the width differ between states. The numbers would then change, but cleanliness and alignment would still leave the tunnelling rate to be established separately. For your contact, the band alignment, set by the work function together with any gate charge, tells you whether carriers are present at the interface; you also need $\Gamma$, or a measured $\rho_c$, to know how readily they cross it. The remaining computed values are in the numerical output below.

## Table of computed values

```
Layer level depth chi = 4.0 eV
Metal potential depth V0 = 10.0 eV
Band gap Eg = 1.6 eV; each band width W = 2.0 eV
In-plane mass = 0.5 electron masses
Spin-valley degeneracy = 4
Electron density n = 1.00e+13 cm^-2
Mobility = 200 cm^2/(V s)
Temperature = 300 K; kT = 25.85 meV
Contact length = 50 nm
Decay constant kappa0 = 10.246 nm^-1
Band density of states D = 4.177e+14 eV^-1 cm^-2
Filling factor F = 0.6039
Fermi level above conduction edge = 10.90 meV
Metal work function for zero gap field = 3.989 eV
Band factor = 0.8929 eV^-1
Product rho_c*D_gap = 1933.5 ohm/eV
d = 0.3 nm: Gamma = 33.5197 meV
  lattice Gamma = 33.7976 meV
  D_gap = 3.980e+12 eV^-1 cm^-2
  pinning index S = 0.82235
  rho_c = 4.859e-10 ohm cm^2
  true/constant tail: cond. 0.681, val. 0.682
d = 0.4 nm: Gamma = 4.3183 meV
  lattice Gamma = 4.3255 meV
  D_gap = 5.127e+11 eV^-1 cm^-2
  pinning index S = 0.96422
  rho_c = 3.771e-09 ohm cm^2
  true/constant tail: cond. 0.561, val. 0.561
d = 0.5 nm: Gamma = 0.5563 meV
  lattice Gamma = 0.5568 meV
  D_gap = 6.605e+10 eV^-1 cm^-2
  pinning index S = 0.99406
  rho_c = 2.927e-08 ohm cm^2
  true/constant tail: cond. 0.462, val. 0.461
d = 0.6 nm: Gamma = 0.0717 meV
  lattice Gamma = 0.0717 meV
  D_gap = 8.509e+09 eV^-1 cm^-2
  pinning index S = 0.99908
  rho_c = 2.272e-07 ohm cm^2
  true/constant tail: cond. 0.380, val. 0.379
Gamma from decay at 0.3 nm = 33.877 meV
Transmission/formula resistance at 0.3 nm = 1.0589
Escape time at 0.6 nm = 9.184 ps
Sheet resistance = 3120.8 ohm per square
Mean free path = 7.38 nm
Transfer length at 0.6 nm = 85.33 nm
Contact resistance at 0.6 nm = 505.3 ohm um
Contact resistance at 0.5 nm = 103.2 ohm um
Ballistic channel resistance = 50.71 ohm um
Two 0.6 nm contacts / ballistic = 19.93
rho_c at 0.6 nm, 100 K = 1.463e-07 ohm cm^2
```
